# The Blech length of a gate-metal line with blocked ends, part 1

(Sections cited here and not found follow in the second part.)

## I. The stress that stops electromigration

A metal line judged by its current density alone can be judged wrongly in both directions. Electrons push metal atoms along the line. If atoms cannot pass its ends, one end loses metal and goes into tension, while the other gains metal and is compressed. In a short line the resulting stress gradient can stop the transport before anything breaks. In a longer line carrying the same current density, a void opens or metal is squeezed out first. Without the length that separates these cases, a safe gate feed may be widened for no reason, or a dangerous one accepted because its current density looks modest.

Balancing the electron push against the stress gradient gives a slope in megapascals per micrometre. A slope contains no length. Two further facts are needed: how much stress the line tolerates, and where the sloping profile sits relative to the stress present before the current was switched on. Conservation of atoms settles the second point.

### Assumptions and conventions

The line occupies $0<x<L$, and $x$ increases along the drift of the electrons, so conventional current flows towards $-x$. The positive number $j$ denotes the magnitude of the direct current density. The following is assumed.

1. Cross-section, temperature $T$, resistivity $\rho$ and $j$ are uniform and steady.
2. No atoms pass $x=0$, $x=L$ or the side walls. Electrons pass the ends freely, as they can through a conducting diffusion barrier.
3. The surroundings confine the line elastically. Its stress $s$ is treated as hydrostatic and uniform over the cross-section, with tension positive.
4. Before current flows, the stress has the uniform value $s_T$, left mainly by thermal mismatch.
5. A void opens when $s$ reaches $s_v$; metal is extruded when $s$ reaches $-s_h$. The initial stress lies between these limits, $-s_h<s_T<s_v$.

The atomic volume is $\Omega$, the elementary charge is $e>0$, and Boltzmann's constant is $k$. The force of the current on an atom is described by an effective charge $-Ze$ with $Z>0$. This combines the direct pull of the electric field on the ion with the momentum delivered by scattered electrons, the electron wind, which dominates when the net push follows the electrons.

### Theorem

Under these assumptions the steady stress is

$$s(x)=s_T+Gj\left(\frac L2-x\right),\qquad G=\frac{Ze\rho}{\Omega}. \tag{1}$$

It stays strictly inside both damage limits if and only if $L<L_B$, where the Blech length is

$$L_B=\frac{2\Omega}{Ze\rho j}\,\min(s_v-s_T,\;s_h+s_T). \tag{2}$$

The proof needs the force on an atom, the energy cost of placing an atom in stressed metal, and the flux that these two produce.

### Lemma 1: the driving force

*The current exerts on each atom the force $F=Ze\rho j$ towards $+x$.*

**Proof.** Conventional current flows towards $-x$, so Ohm's law gives the field component $E_x=-\rho j$. The force is charge times field:

$$F=(-Ze)(-\rho j)=Ze\rho j .$$

The two minus signs cancel, and the force points along the electron drift. $\square$

### Lemma 2: the chemical potential under stress

*To first order in stress, an atom in the confined line has the chemical potential $\mu=\mu_0-\Omega s$.*

**Proof.** Let $\theta$ be the volume of metal added at some place since the start, divided by the local volume of the line. Additional metal in a confined space relieves tension. The effective modulus $B$ of line and surroundings is defined by $ds=-B\,d\theta$. With $s=s_T$ at $\theta=0$,

$$s=s_T-B\theta. \tag{3}$$

Adding the fraction $d\theta$ lets the metal expand by that fraction against a pressure $-s$. The work required per unit volume is $-s\,d\theta$, which is negative under tension because the surroundings pull the new material in. The elastic energy density $u$ therefore obeys

$$\frac{du}{d\theta}=-s=-(s_T-B\theta).$$

Integration gives, up to a constant, $u=(s_T-B\theta)^2/(2B)$; differentiating this expression returns $-(s_T-B\theta)$, as required.

Now add one atom to a small region of volume $V$. The added fraction is $\Omega/V$, and the energy changes by

$$V\,\frac{du}{d\theta}\,\frac{\Omega}{V}=-\Omega s .$$

Adding this to the stress-free value $\mu_0$ proves the claim. $\square$

Atoms thus lower their energy by moving towards greater tension. The wind carries them towards $+x$, where they build up compression, and the stress drives them back. The neglected second-order term comes from the change of the atomic volume with stress and is of order $\Omega s^2/(2B_m)$, where $B_m$ is the bulk modulus of the metal itself. Relative to $\Omega s$ this is $s/(2B_m)$, which is small when the stress is far below the modulus.

### Lemma 3: the atomic flux

*When the energy gained in one atomic jump is small compared with $kT$, the number of atoms crossing unit area per unit time is*

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{ds}{dx}\right), \tag{4}$$

*where $D$ is the effective atomic diffusivity.*

**Proof.** Let an atom jump a distance $a$ to either side, at rate $\Gamma$ in each direction when there is no bias. A jump to the right gains the wind work $Fa$ and costs the change of chemical potential. Its net gain is

$$g=Fa-a\frac{d\mu}{dx}=a\left(F+\Omega\frac{ds}{dx}\right),$$

where Lemma 2 turned $-d\mu/dx$ into $+\Omega\,ds/dx$. Take the barrier to be lowered by $g/2$ for a jump to the right and raised by $g/2$ for the reverse jump. The net rate is

$$\Gamma e^{g/2kT}-\Gamma e^{-g/2kT}=2\Gamma\sinh\frac{g}{2kT}\approx\Gamma\frac{g}{kT}.$$

An atomic layer of thickness $a$ holds $a/\Omega$ atoms per unit area, so

$$J=\frac a\Omega\,\Gamma\,\frac{g}{kT}=\frac{\Gamma a^2}{\Omega kT}\left(F+\Omega\frac{ds}{dx}\right).$$

An unbiased walker makes $2\Gamma t$ jumps of squared length $a^2$ in time $t$. Its mean square displacement $2\Gamma a^2t$ equals $2Dt$ by the definition of $D$, so $D=\Gamma a^2$. $\square$

The rate $\Gamma$ is a mean-field quantity: it contains the probability that a vacancy or a grain-boundary site is available. This affects how fast the line responds. It will drop out of the steady stress.

### Proof of the theorem

**The slope.** Added volume is conserved. The volume flux is $\Omega J$, so

$$\frac{\partial\theta}{\partial t}=-\Omega\frac{\partial J}{\partial x}. \tag{5}$$

In the steady state the left side vanishes and $J$ has the same value at every $x$. That value is zero at a blocked end, hence zero everywhere. Since $D>0$, the bracket in (4) must vanish:

$$Ze\rho j+\Omega\frac{ds}{dx}=0
\quad\Longrightarrow\quad
\frac{ds}{dx}=-\frac{Ze\rho}{\Omega}j=-Gj. \tag{6}$$

**The position of the profile.** Integrating (5) over the line gives

$$\frac{d}{dt}\int_0^L\theta\,dx=-\Omega\,[J(L)-J(0)]=0 .$$

The integral was zero at the start and remains zero. Averaging (3) over the line then shows that the mean stress remains $s_T$. Equation (6) integrates to $s=s(0)-Gjx$, whose mean is $s(0)-GjL/2$. Equating this to $s_T$ gives

$$s(0)=s_T+\frac{GjL}{2},$$

and substitution into $s=s(0)-Gjx$ gives (1).

**The length.** The profile falls along $x$, so its extremes are at the ends:

$$s(0)=s_T+\frac{GjL}{2},\qquad s(L)=s_T-\frac{GjL}{2}. \tag{7}$$

The line stays below the void limit if $GjL/2<s_v-s_T$. It stays above the extrusion limit if $s_T-GjL/2>-s_h$, that is, if $GjL/2<s_h+s_T$. Both hold if and only if

$$\frac{GjL}{2}<\min(s_v-s_T,\;s_h+s_T).$$

Multiplication by $2/(Gj)$ and insertion of $G$ give (2). $\square$

### Remark 1: the same profile from an energy minimum

The uniform wind force has the potential energy $-Fx$ per atom, and the added metal contains $\theta/\Omega$ atoms per unit volume. The steady state minimizes

$$\int_0^L\left[u(\theta)-\frac{Fx}{\Omega}\theta\right]dx$$

at fixed $\int\theta\,dx$. With a multiplier $\lambda$ for this constraint, the condition at each point is $-s-Fx/\Omega=\lambda$, so $s=-\lambda-Gjx$. The slope is that of (6), and the constraint again fixes the constant. Since $u$ is convex in $\theta$, the stationary state is a minimum. This argument uses no jump rates, which shows from another side why $D$ is absent from $L_B$.

### Remark 2: when the two stress limits may be added

For any two numbers $a$ and $b$, $\min(a,b)\le(a+b)/2$, with equality only for $a=b$. With $a=s_v-s_T$ and $b=s_h+s_T$, the initial stress cancels from the sum, and (2) gives

$$L_B\le\frac{\Omega(s_v+s_h)}{Ze\rho j}. \tag{8}$$

The right side treats the whole interval between the damage limits as available. It is attained when the margins are equal, which requires $s_T=(s_v-s_h)/2$. At any other initial stress one end fails while the other still has margin to spare. Greater initial tension than this value makes voids the limiting damage; less makes extrusion the limiting damage.

### Remark 3: the critical product and its limits

Multiplying (2) by $j$ gives

$$(jL)_c=\frac{2\Omega}{Ze\rho}\min(s_v-s_T,\;s_h+s_T). \tag{9}$$

At fixed temperature, material and stress state, halving the current density doubles the permitted length. As $j\to0$ the length grows without bound; as $s_T$ approaches either damage limit it shrinks to zero. Reversing the current exchanges the roles of the ends and leaves $L_B$ unchanged. The product changes with temperature through $Z\rho$ and $s_T$, and through the damage limits if these depend on temperature. The wind force at given $j$ is set mainly by electron scattering at the moving atom, not by the total resistivity, so $Z$ falls as $\rho$ rises. If the direct pull of the field is small compared with the wind, $Z\rho$ then varies much less than $\rho$ alone.

### Remark 4: what happens if an end is open

Suppose that $x=L$ joins a large pad that accepts atoms and holds the stress there at $s_T$, while $x=0$ remains blocked. The steady flux still vanishes, because it must vanish at the blocked end. The slope is still $-Gj$, but now $s(L)=s_T$ and

$$s(0)=s_T+GjL .$$

The rise is twice that in (7), and the void-limited length is halved to $(s_v-s_T)/(Gj)$. If the pad is at $x=0$ instead, then $s(L)=s_T-GjL$, and the extrusion-limited length is $(s_h+s_T)/(Gj)$.

If both ends are held at $s_T$ by pads, the steady flux is constant along the uniform line. By (4) the slope of $s$ is then constant too, and equal end values make it zero. What remains is the flux $J=DF/(\Omega kT)$, which no length suppresses. With pads held at the initial stress, at least one end must therefore be blocked for the forces to balance. The factor 2 in (2) belongs to the case of two blocked ends.

## II. Time, gate currents and a worked case

The symbols are those of the first half: $x$ runs with the electron drift, tension is positive, $s_T$ is the initial stress, and $s_v$ and $-s_h$ are the stresses at which voids and extrusions form. The force on an atom is $F=Ze\rho j$, and $G=Ze\rho/\Omega$ converts current density to stress gradient. The added volume fraction $\theta$ obeys $s=s_T-B\theta$, and the flux is $J=D(F+\Omega\,ds/dx)/(\Omega kT)$. For blocked ends and uniform current, the steady stress is $s_T+Gj(L/2-x)$ and

$$L_B=\frac{2}{Gj}\min(s_v-s_T,\;s_h+s_T).$$

### Lemma 4: the approach to the steady state

*For constant $D$ and $B$ the stress obeys*

$$\frac{\partial s}{\partial t}=\kappa\frac{\partial}{\partial x}\left(\frac{\partial s}{\partial x}+Gj\right),\qquad \kappa=\frac{DB\Omega}{kT}. \tag{10}$$

*For uniform $j$, switched on at $t=0$ and then held constant, the stress never overshoots its steady end values. The slowest relaxation time is $\tau=L^2/(\pi^2\kappa)$.*

**Proof.** From $s=s_T-B\theta$ and conservation, $\partial\theta/\partial t=-\Omega\,\partial J/\partial x$, one obtains

$$\frac{\partial s}{\partial t}=-B\frac{\partial\theta}{\partial t}=B\Omega\frac{\partial J}{\partial x}.$$

Since $F=\Omega Gj$, the flux is $J=(D/kT)(Gj+\partial s/\partial x)$. Insertion gives (10).

To exclude overshoot, put $p=\partial s/\partial x$. Differentiating (10) for uniform $j$ gives $\partial p/\partial t=\kappa\,\partial^2p/\partial x^2$. Blocked ends impose $p=-Gj$ at both ends for $t>0$, and initially $p=0$ inside. A solution of the diffusion equation cannot leave the range of its initial and boundary values, because an interior maximum cannot rise and an interior minimum cannot fall. Hence $-Gj\le p\le0$. The stress therefore falls along the line at all times, and its extremes are at the ends.

Integration by parts relates the end stress to the conserved mean:

$$\int_0^Ls\,dx=\big[(x-L)s\big]_0^L-\int_0^L(x-L)p\,dx
=Ls(0)+\int_0^L(L-x)p\,dx .$$

Dividing by $L$ and setting the mean equal to $s_T$ gives

$$s(0)-s_T=-\int_0^L\left(1-\frac xL\right)p\,dx\le\frac{GjL}{2}. \tag{11}$$

Using $x$ instead of $x-L$ in the integration by parts gives

$$s_T-s(L)=-\int_0^L\frac xL\,p\,dx\le\frac{GjL}{2}. \tag{12}$$

These bounds are the steady values.

For the time scale, let $d$ be the stress minus its steady profile. It obeys $\partial d/\partial t=\kappa\,\partial^2d/\partial x^2$ with zero slope at the ends. Its modes are $\cos(n\pi x/L)\,e^{-n^2\pi^2\kappa t/L^2}$. Conservation removes $n=0$. The initial deviation is $-Gj(L/2-x)$, and

$$\frac2L\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx=\frac{2L}{n^2\pi^2}(1-\cos n\pi),$$

which is $4L/\pi^2$ for $n=1$. The slowest mode is thus present, with decay time $L^2/(\pi^2\kappa)$. $\square$

A line shorter than $L_B$ is therefore protected during the approach as well as afterwards. A longer line reaches a damage limit after a finite time.

For a uniform line with both ends blocked to atoms, we now have the steady stress and the Blech length, and a line shorter than this length is also protected while the stress builds up. What remains is to treat alternating current and a finger that collects current along its length, then to work through an aluminium gate feed and estimate the neglected effects.
